\section*{Uniform doping by a shrinking molten zone in pure feed}

\section*{Problem}

A molten zone travels along a solid bar of uniform cross-section. At its rear, freezing interface a crystal grows; at its front, melting interface it takes in pure feed. The dopant is put into the zone once, before growth begins. Let

\begin{itemize}
\item $x$ be the length of crystal grown,
\item $L(x)$ the distance between the two interfaces, with $L(0)=L_0$,
\item $X(x)$ the atom fraction of dopant in the melt, with $X(0)=X_0$,
\item $k=X_{\rm s}/X$ the distribution coefficient, where $X_{\rm s}$ is the atom fraction in the crystal that is just freezing.
\end{itemize}

Assume that the doping is dilute, that the melt is fully mixed, that $k$ is constant, that nothing diffuses in the solid, and that neither host nor dopant leaves the bar. The initial zone was melted from the same bar, and the crystal grows with the bar's cross-section.

\begin{enumerate}
\item[(a)] Let $0<k\le 1$, and let the melting interface advance or stand still. Show that the crystal is uniformly doped if, and only if, the zone shortens by $k$ units of length per unit length of crystal grown. How long can the crystal become?
\item[(b)] Find the dopant profile when the zone shortens at another steady rate $a$, with $0\le a\le1$. How sensitive is uniformity to a small error in $a$?
\item[(c)] What happens if $k>1$?
\item[(d)] A germanium crystal 30 cm long is to contain $10^{15}$ gallium atoms per cm$^3$. It is grown in a horizontal boat at 2.0 cm/h from a bar 4.0 cm wide and 2.5 cm deep, with $L_0=4.0$ cm and $k=0.087$. Find the gallium charge and the motion of the interfaces, and compare the result with that of a zone of constant length.
\item[(e)] Estimate how far incomplete mixing, the density change on melting, evaporation, impure feed and imperfect control of the zone length disturb the result of (d).
\end{enumerate}

\section*{Solution}

\subsection*{(a) The condition for uniform doping}

Let $A$ be the cross-section and $N_{\rm s}$ the number of host atoms per unit volume of solid. The initial zone holds $N_{\rm s}AL_0$ host atoms, because it was melted from a length $L_0$ of the bar. When the melting interface advances by $dm$, the melt gains $N_{\rm s}A\,dm$ host atoms; when the crystal grows by $dx$, it loses $N_{\rm s}A\,dx$. The separation of the interfaces changes by
\begin{equation}
dL=dm-dx ,
\label{host}
\end{equation}
so the melt holds $N_{\rm s}AL$ host atoms at all times. This is true even if the liquid is denser than the solid: its surface then lies lower in the boat, but the number of atoms between the interfaces is unchanged.

For dilute doping the melt contains $N_{\rm s}AXL$ dopant atoms. Pure feed adds none, and the new crystal removes $N_{\rm s}A\,kX\,dx$. Dividing by $N_{\rm s}A$ gives
\begin{equation}
\frac{d(XL)}{dx}=-kX .
\label{dopant}
\end{equation}
The product rule turns the left side into $L\,dX/dx+X\,dL/dx$, and therefore
\begin{equation}
L\frac{dX}{dx}=-\left(k+\frac{dL}{dx}\right)X .
\label{key}
\end{equation}
Both $L$ and $X$ are positive while the zone exists. Hence $dX/dx=0$ throughout the growth if, and only if,
\begin{equation}
\frac{dL}{dx}=-k,\qquad L(x)=L_0-kx .
\label{program}
\end{equation}
The crystal then has the uniform dopant fraction $X_{\rm s}=kX_0$.

The feed must melt at the rate that follows from (\ref{host}),
\begin{equation}
\frac{dm}{dx}=1+\frac{dL}{dx}=1-k .
\label{melt}
\end{equation}
This is not negative because $k\le1$, so the prescribed motion is possible. At $k=1$ the melting interface stands still.

The physical reason can be seen by following a slice of length $h$. It carries away dopant in the amount $kXh$, in units of $N_{\rm s}A$, while the melt suffers a net loss of host $h-(1-k)h=kh$. The ratio of dopant lost to host lost is $X$, the composition of the melt itself. Removing matter of a liquid's own composition leaves that composition unchanged. The feed supplies just enough pure host to make up for the dopant that the crystal rejects.

The zone vanishes when $L_0-kx=0$, so the uniform crystal cannot be longer than
\begin{equation}
x_{\max}=\frac{L_0}{k}.
\label{max}
\end{equation}
Up to length $x$ the crystal has received the share $kX_0x/(X_0L_0)=kx/L_0$ of the dopant. This share reaches one at $x_{\max}$: host and dopant run out together. In practice growth must stop earlier, while the zone is still long enough to be stable and well mixed.

\subsection*{(b) Other rates of shrinkage}

Put $L=L_0-ax$ in (\ref{key}). For $0<a\le1$, separation of the variables gives
\begin{equation}
\frac{dX}{X}=-\frac{k-a}{L_0-ax}\,dx .
\end{equation}
Since
\begin{equation}
\int_0^x\frac{dx'}{L_0-ax'}=-\frac1a\ln\left(1-\frac{ax}{L_0}\right),
\end{equation}
the two minus signs cancel, and
\begin{equation}
\frac{X_{\rm s}(x)}{kX_0}=\frac{X(x)}{X_0}
=\left(1-\frac{ax}{L_0}\right)^{k/a-1}.
\label{general}
\end{equation}
The bracket is $L/L_0$, which is less than one. If $a<k$, the exponent is positive and the doping falls along the crystal: too much pure feed dilutes the melt. If $a>k$, the exponent is negative and the doping rises. The formula then grows without limit as the zone vanishes, so it cannot hold to the very end: an atom fraction cannot exceed one.

Two limits are familiar processes. For $a=0$, equation (\ref{key}) becomes $dX/X=-k\,dx/L_0$, with the solution
\begin{equation}
\frac{X_{\rm s}(x)}{kX_0}=e^{-kx/L_0},
\label{constant}
\end{equation}
the profile left by a zone of constant length. For $a=1$ no feed melts, and (\ref{general}) becomes the law of normal freezing, $X_{\rm s}=kX_0(1-x/L_0)^{k-1}$.

Now let $a$ differ slightly from $k$. The exponent $(k-a)/a$ is small, and $y^{\epsilon}\simeq1+\epsilon\ln y$ gives
\begin{equation}
\frac{X_{\rm s}(x)}{kX_0}\simeq1-\frac{k-a}{a}\,\ln\frac{L_0}{L(x)} .
\label{sensitivity}
\end{equation}
To first order, the relative error in doping is the relative error in the shrinkage rate times a logarithm. It stays of the same order as the error in $a$ until the zone has become a small fraction of its initial length. For small $k$, however, $a=1-dm/dx$ is a small difference of two interface speeds, and a relative error in the melting rate is magnified in $a$ by the factor $(1-k)/k$. In the example of part (d), a melting rate 1\% too high or too low changes $a$ by 10.5\% and leaves the end of the crystal at 0.90 or 1.13 of the initial doping.

\subsection*{(c) Distribution coefficients above one}

For $k>1$, (\ref{melt}) demands $dm<0$: the melting interface must retreat, which means that melt freezes onto the feed as well. That solid also takes up dopant at the fraction $kX$, so (\ref{dopant}) no longer holds. The total length frozen at both ends is $dx-dm=-dL$, and the correct balance is
\begin{equation}
d(XL)=kX\,dL .
\end{equation}
Expanding the left side and collecting terms gives $L\,dX=(k-1)X\,dL$, hence
\begin{equation}
\frac{X}{X_0}=\left(\frac{L}{L_0}\right)^{k-1}.
\label{high}
\end{equation}
This falls as the zone shrinks. With $k=1.5$ and $L_0=4$ cm, for example, growing 1.5 cm at $dL/dx=-k$ leaves a zone of $4-2.25=1.75$ cm, and the doping has dropped to $(1.75/4)^{0.5}=0.66$ of its initial value.

No other motion helps as long as any feed that melts is pure. Equation (\ref{high}) holds for every rate of retreat, so $X$ falls whenever the melting interface retreats. If it does not retreat, (\ref{host}) gives $dL/dx\ge-1>-k$, and by (\ref{key}) $X$ falls. A dopant with $k>1$ therefore cannot be deposited uniformly as long as all that melts is pure: the zone loses dopant faster than any permitted loss of host can compensate. The conclusion fails if doped solid is melted. Solid of fraction $X_{\rm f}$ changes the balance to $L\,dX=-(k-1)X\,dx+(X_{\rm f}-X)\,dm$, and $X$ stays constant when $dm/dx=(k-1)X/(X_{\rm f}-X)$. Such solid can be made from the zone itself, by freezing melt onto the feed before growth begins. With $k=1.5$ and $L_0=4$ cm, freezing 2 cm in this way lowers $X$ to $0.71X_0$, and remelting it at the rate just given yields 3.3 cm of uniform crystal.

\subsection*{(d) Gallium in germanium}

The material values used here and in (e) are rough. With a solid density of 5.3 g/cm$^3$ and a molar mass of 72.63 g/mol, the crystal has $N_{\rm s}=4.4\times10^{22}$ atoms per cm$^3$. The melt must start with the gallium fraction
\begin{equation}
X_0=\frac{10^{15}}{0.087\times4.4\times10^{22}}=2.6\times10^{-7}.
\end{equation}
The cross-section is $4.0\times2.5=10$ cm$^2$, so the charge is
\begin{equation}
N_{\rm s}AX_0L_0=\frac{10^{15}}{0.087}\times10\times4.0=4.60\times10^{17}\ \text{atoms},
\end{equation}
or 53 micrograms of gallium at 69.723 g/mol.

By (\ref{melt}) the feed melts at $0.913\times2.0=1.826$ cm/h while the crystal grows at 2.0 cm/h. The zone thus shortens by 0.174 cm/h. After 15 h the crystal is 30 cm long, 27.39 cm of feed has been consumed, and the zone length is
\begin{equation}
L=4.0-0.087\times30=1.39\ \text{cm}.
\end{equation}
The limit (\ref{max}) is $4.0/0.087=46.0$ cm, so growth stops well before the zone is used up. The crystal has received the share $0.087\times30/4.0=0.65$ of the gallium. If the remaining melt is then frozen without further feed, it follows the law of normal freezing, and its gallium content rises along this last piece, which does not belong to the uniform crystal.

With the same $k$, initial zone and charge, a zone of constant length would give, by (\ref{constant}),
\begin{equation}
\frac{X_{\rm s}(30\ \text{cm})}{X_{\rm s}(0)}=e^{-0.6525}=0.52 .
\end{equation}
The doping would fall by almost half. Within the model, shortening the zone by 2.61 cm over the run removes this fall.

\subsection*{(e) What the model leaves out}

Each effect is taken alone, with the zone still shortened at the rate $k=0.087$ unless stated otherwise. The logarithm $\ln(L_0/L)=\ln(4.0/1.39)=1.057$ occurs several times.

\paragraph{Incomplete mixing.} Suppose that a layer of thickness $s$ next to the crystal is not stirred, and neglect the density change there. Let $z$ be the distance from the freezing interface into the melt, $c(z)$ the dopant concentration, $D$ its diffusivity and $v$ the growth rate. Seen from the interface, melt flows towards it at speed $v$. In the steady state the dopant flux towards the interface is the same at every $z$ and equals the rate of uptake by the crystal:
\begin{equation}
vc+D\frac{dc}{dz}=vk\,c(0).
\end{equation}
The solution with the value $c(0)$ at $z=0$ is
\begin{equation}
c(z)=c(0)\left[k+(1-k)e^{-vz/D}\right].
\end{equation}
The stirred melt has the concentration $c(s)$. Relative to it, the crystal takes up dopant with the effective coefficient
\begin{equation}
k_{\rm eff}=\frac{k\,c(0)}{c(s)}=\frac{k}{k+(1-k)e^{-vs/D}} .
\label{keff}
\end{equation}
For $k<1$ rejected dopant piles up at the interface, and $k_{\rm eff}>k$. With the assumed values $s=0.03$ cm and $D=10^{-4}$ cm$^2$/s, and with $v=2.0/3600$ cm/s, the exponent is $vs/D=0.167$ and $k_{\rm eff}=0.101$.

If the small store of dopant in the layer is neglected, $k_{\rm eff}$ replaces $k$ in the dopant balance. A zone still shortened at the rate 0.087 then follows (\ref{general}) with the exponent $k_{\rm eff}/0.087-1$, and the end of the crystal has 0.84 of the doping at its start. The start itself lies above the target by the factor $k_{\rm eff}/k=1.16$, once the layer has formed. Both faults are cured by using $k_{\rm eff}$ for the charge and for the shrinkage. The layer's store does not spoil this cure: in uniform growth it is constant and drops out of the balance. The zone then ends at 0.96 cm instead of 1.39 cm. The cure requires a steady growth rate and steady stirring, since $k_{\rm eff}$ depends on both.

\paragraph{Density.} As long as the crystal keeps the bar's cross-section, the derivation allows for a density change because $k$ is a ratio of atom fractions. Suppose instead that the value 0.087 were a ratio $k_{\rm vol}$ of dopant concentrations per volume. These concentrations are the atom fractions times the host densities, so $k_{\rm vol}=k\rho_{\rm s}/\rho_{\rm m}$, where $\rho_{\rm s}$ and $\rho_{\rm m}$ are the densities of solid and melt. The required shrinkage would be
\begin{equation}
k=k_{\rm vol}\frac{\rho_{\rm m}}{\rho_{\rm s}}=0.087\times\frac{5.6}{5.3}=0.092 .
\end{equation}
A zone shortened at 0.087 would then leave the end of the crystal with 0.94 of the initial doping. With the charge found in (d), the start would lie about 6\% above the target, and the end close to it.

In a level open boat the cross-section is not kept exactly. The melt surface first lies at $5.3/5.6=0.95$ of the bar's height. If the crystal freezes at the height of the melt, it starts about 5\% thinner, and the host it leaves behind dilutes the melt. Integrating the host and dopant balances with this changing height gives a dip in the doping of about 4\% near $x=10$ cm, most of which is made up by the end of the crystal.

\paragraph{Evaporation.} Take a vacuum above the melt, with no return of vapour. For an ideal dilute solution, kinetic theory gives the loss per unit area as $Xp/\sqrt{2\pi m_{\rm Ga}k_{\rm B}T}$, where $p$ is the vapour pressure of pure gallium, $m_{\rm Ga}$ its atomic mass and $k_{\rm B}$ the Boltzmann constant. Division by the dopant concentration in the melt, $XN_{\rm m}$ with $N_{\rm m}$ the host density of the melt, gives an evaporation velocity
\begin{equation}
w=\frac{p}{N_{\rm m}\sqrt{2\pi m_{\rm Ga}k_{\rm B}T}} .
\end{equation}
With $p\approx0.1$ Pa at $T\approx1200$ K, $w$ is about $2\times10^{-6}$ cm/s. In a melt of depth $d$ the fraction $w/d$ of the dopant escapes per unit time, or $w/(vd)$ per unit length grown. This adds $-wXL/(vd)$ to the right side of (\ref{dopant}). With $dL/dx=-k$ the terms in $k$ cancel, and $X=X_0e^{-wx/(vd)}$. For $d=2.5$ cm the factor is 0.96 at $x=30$ cm. The loss of about 4\% is nearly proportional to $p$ and only as certain as the rough value used for it. The melt is at or above the melting point of germanium, 1211 K, and $p$ rises steeply with temperature; with $p=0.27$ Pa, roughly the value some 30 K above the melting point, the loss would be about 11\%. An inert gas above the melt would hinder the escape and bring the factor closer to one.

\paragraph{Impure feed.} Feed with the gallium fraction $X_{\rm f}$ adds $X_{\rm f}(1-k)$ to the right side of (\ref{dopant}). The terms in $kX$ again cancel, leaving $L\,dX/dx=X_{\rm f}(1-k)$. Integration with $L=L_0-kx$ and multiplication by $k$ give
\begin{equation}
X_{\rm s}-kX_0=X_{\rm f}(1-k)\ln\frac{L_0}{L}.
\end{equation}
Here $X_0$ includes the gallium that the bar itself brings into the initial zone, so the added charge must be reduced by that amount. A feed with $10^{13}$ gallium atoms per cm$^3$ then raises the end of the crystal by $10^{13}\times0.913\times1.057=9.65\times10^{12}$ cm$^{-3}$, about 1\% of the target.

\paragraph{Zone-length errors.} Let $L=L_0-kx+e(x)$, with a small error $e$ that starts from zero. Equation (\ref{key}) becomes $d\ln X/dx=-(de/dx)/L$. If $e$ varies over a distance in which $L$ changes little, $L$ may be treated as constant in the integration, and
\begin{equation}
\frac{X}{X_0}-1\simeq-\frac{e}{L}.
\end{equation}
A zone that is too long has melted extra pure feed and is diluted. For $e=0.05\sin(2\pi x/5)$, with lengths in cm, numerical integration of the host and dopant balances gives a largest departure of 3.4\% from the uniform value. It lies at $x=28.75$ cm, where the zone is too short by 0.05 cm; the estimate there is $0.05/1.50=3.3\%$. With the opposite sign of $e$ the zone is too long at that point and the doping is 3.3\% too low. The same error in length does more harm as the zone shrinks.

\paragraph{The real process.} With the values assumed here, incomplete mixing moves the result most: the end of the crystal falls 16\% below its start if the shrinkage is not corrected. With a layer of 0.01 cm instead of 0.03 cm the fall would be only about 5\%. A steady error of 1\% in the melting rate, treated in (b), has an effect of comparable size, 10 to 13\%. The layer thickness depends on the stirring; (\ref{keff}) shows that a thicker layer gives a larger correction. Real interfaces are also curved, so $L$ must be read as the volume of bar between them divided by $A$, and a heater must be able to control that volume while the zone shortens to about a third of its initial length. This is a serious limit in the example: the final zone of 1.39 cm is shorter than the bar is deep. A short zone heated from outside can be narrower in the middle of the bar than at its surface, so it may not melt through, and the 0.96 cm zone found with $k_{\rm eff}$ is still less likely to. A longer initial zone, a shallower bar or a shorter crystal would reduce this risk. The first two change the charge, which is proportional to $AL_0$; the first and the last change the final zone length, $L_0-kx$.

Numerical values quoted here were computed with a short program.
